# When A−B Is Diagonal: Casida's Matrix and the Effect of Exchange

The excitation energies of a many-electron system can be found from the small oscillations of its one-particle density matrix. This leads to an eigenproblem built from two matrices, $A$ and $B$; the size of the eigenproblem is twice the number of occupied–empty orbital pairs. The problem asks when it can be halved by a simple square root of orbital energy gaps, and what an exchange-type interaction changes.

**Setting.** Hartree atomic units are used. The reference state is a closed shell. Indices $i,j$ label occupied orbitals and $a,b$ empty ones, all orthonormal. Both spins share the density matrix $\gamma(x,x')$, with reference value $\gamma_0=\sum_i|i\rangle\langle i|$, and they oscillate in the same way (singlet excitations). The motion obeys

$$i\dot\gamma=[F[\gamma],\gamma],\qquad F[\gamma_0]\,\phi_p=\varepsilon_p\phi_p .$$

A change $\delta\gamma$ changes $F$ in two ways. A local potential responds to the density change $\delta n$ through a static, symmetric kernel $f$. An exchange-type term responds to $\delta\gamma$ itself through a static, symmetric interaction $W$:

$$\delta F(x,x')=\delta(x-x')\int f(x,y)\,\delta n(y)\,dy-W(x,x')\,\delta\gamma(x,x').$$

Direct RPA has $f=v$, the electron repulsion, and $W=0$. Adiabatic density-functional response with a functional of the density alone has $f=v+f_{xc}$ and $W=0$. A global hybrid functional has $f=v+f_{xc}$ and $W$ equal to a fixed fraction of $v$. The static Bethe–Salpeter equation has $f=v$ and a screened $W$, with the change of the screening neglected. All gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ are taken positive. The notation for integrals is

$$(pq|g|rs)=\iint\phi_p(x)\phi_q(x)\,g(x,x')\,\phi_r(x')\phi_s(x')\,dx\,dx'.$$

## (a) Linearize the equation of motion and identify $A$ and $B$.

**Solution.** The density matrix stays a projector, $\gamma^2=\gamma$. To first order, $\gamma_0\delta\gamma+\delta\gamma\gamma_0=\delta\gamma$. Between two occupied orbitals this reads $2\delta\gamma_{ij}=\delta\gamma_{ij}$, and between two empty ones $0=\delta\gamma_{ab}$. Both blocks vanish, so

$$\delta\gamma=\sum_{jb}\left(z_{jb}|b\rangle\langle j|+z_{jb}^*|j\rangle\langle b|\right).$$

The first-order equation is $i\,\delta\dot\gamma=[F_0,\delta\gamma]+[\delta F,\gamma_0]$, with $F_0=F[\gamma_0]$. Its element between $\langle a|$ and $|i\rangle$ is

$$i\dot z_{ia}=(\varepsilon_a-\varepsilon_i)z_{ia}+\langle a|\delta F|i\rangle,$$

because $\gamma_0|i\rangle=|i\rangle$ and $\langle a|\gamma_0=0$.

The density counts both spins:

$$\delta n=2\,\delta\gamma(x,x)=2\sum_{jb}(z_{jb}\phi_b\phi_j^*+z_{jb}^*\phi_j\phi_b^*).$$

Exchange has no factor 2, since it acts within one spin. Collecting the terms in $z$ and $z^*$ gives $i\dot z=Az+Bz^*$ with

$$A_{ia,jb}=\Delta_{ia}\delta_{ij}\delta_{ab}+2\!\iint\!\phi_a^*\phi_i(x)f\,\phi_b\phi_j^*(x')-\!\iint\!\phi_a^*\phi_b(x)W\phi_j^*\phi_i(x'),$$

$$B_{ia,jb}=2\!\iint\!\phi_a^*\phi_i(x)f\,\phi_j\phi_b^*(x')-\!\iint\!\phi_a^*\phi_j(x)W\phi_b^*\phi_i(x').$$

For real orbitals, and with $W$ symmetric, these become

$$A_{ia,jb}=\Delta_{ia}\delta_{ij}\delta_{ab}+2(ia|f|jb)-(ij|W|ab),$$
$$B_{ia,jb}=2(ia|f|jb)-(ib|W|ja).$$

## (b) Take real orbitals and $W=0$. Find $A-B$ and explain the result physically.

**Solution.** The kernel terms in $A$ and $B$ are the same number, because the order of two real factors $\phi_j\phi_b$ at one point is irrelevant. They cancel in the difference and add in the sum:

$$A-B=\Delta,\qquad A+B=\Delta+4K,\qquad K_{ia,jb}=(ia|f|jb),$$

where $\Delta$ now also denotes the diagonal matrix of gaps.

To see the reason, write $z=u+iw$ with real $u$ and $w$. Then

$$i\dot u-\dot w=A(u+iw)+B(u-iw)=(A+B)u+i(A-B)w,$$

and the imaginary and real parts give

$$\dot u=(A-B)w,\qquad \dot w=-(A+B)u.$$

Thus $A-B$ governs the response to $w$ alone. For $u=0$,

$$\delta\gamma(x,x')=i\sum_{jb}w_{jb}\left[\phi_b(x)\phi_j(x')-\phi_j(x)\phi_b(x')\right],$$

which is imaginary, antisymmetric, and zero at $x=x'$. The density has not changed, so a potential that depends on the density alone does not react, and the bare gaps remain. The density does have a rate of change, since $\delta n=4\sum_{jb} u_{jb}\phi_j\phi_b$ and $\dot u=\Delta w$. The variable $w$ therefore plays the part of a momentum and $u$ that of a displacement; the kernel acts on the displacement.

## (c) Use this to obtain a symmetric eigenproblem of half the size.

**Solution.** Insert $z=Xe^{-i\omega t}+Y^*e^{i\omega t}$, with real $\omega>0$, into $i\dot z=Az+Bz^*$. Matching the two exponentials, with $A$ and $B$ real, gives

$$AX+BY=\omega X,\qquad BX+AY=-\omega Y.$$

Their sum and difference are

$$(A+B)(X+Y)=\omega(X-Y),\qquad (A-B)(X-Y)=\omega(X+Y).$$

Since $A-B=\Delta$ is diagonal and positive, its square root is taken element by element. Define $F$ (from here on a vector) by

$$X+Y=\omega^{-1/2}\Delta^{1/2}F.$$

The second equation then gives $X-Y=\omega\Delta^{-1}(X+Y)=\omega^{1/2}\Delta^{-1/2}F$. Substitution in the first, followed by multiplication from the left by $\omega^{1/2}\Delta^{1/2}$, yields

$$\Omega F=\omega^2F,\qquad \Omega=\Delta^{1/2}(A+B)\Delta^{1/2},$$

$$\Omega_{ia,jb}=\Delta_{ia}^2\delta_{ij}\delta_{ab}+4\sqrt{\Delta_{ia}}\,(ia|f|jb)\sqrt{\Delta_{jb}} .$$

This is Casida's matrix for closed-shell singlets. The normalization also becomes simple:

$$X^TX-Y^TY=(X+Y)^T(X-Y)=F^TF=1,$$

where the cross terms cancel because $X^TY=Y^TX$.

Real $\omega>0$ requires $\Omega$ to be positive definite. Because $\Delta^{1/2}$ is invertible, this is the same as requiring $A+B$ to be positive definite. If $\Omega$ has a negative eigenvalue, then $\ddot u=-\Delta(A+B)u$ has an exponentially growing solution and the reference state is unstable.

For a single pair, $\omega=\sqrt{\Delta^2+4\Delta K}$. When $|K|\ll\Delta$, this expands to $\omega\approx\Delta+2K-2K^2/\Delta$. The first two terms are the result of neglecting $B$.

## (d) Apply the formula to two pairs of levels in a box.

Four electrons fill levels 1 and 2 of a box of length 5 bohr. The orbitals are $\phi_n=\sqrt{2/5}\,\sin(n\pi x/5)$ with energies $\varepsilon_n=n^2\pi^2/50$. The box Hamiltonian is taken as $F_0$, so the reference mean field is already contained in it. The repulsion is $v=1/\sqrt{(x-x')^2+1}$. Keep the pairs $1\to3$ and $2\to4$, and use direct RPA.

**Solution.** The gaps are $8\pi^2/50=1.5791$ and $12\pi^2/50=2.3687$ hartree. Summation over a uniform grid of spacing 0.1 bohr gives the integrals

$$K_{11}=0.06706,\quad K_{12}=0.05366,\quad K_{22}=0.05516\ \text{hartree}.$$

The elements of Casida's matrix, in hartree squared, are

$$\Omega_{11}=1.5791^2+4(1.5791)(0.06706)=2.917,$$
$$\Omega_{22}=2.3687^2+4(2.3687)(0.05516)=6.133,$$
$$\Omega_{12}=4\sqrt{(1.5791)(2.3687)}\,(0.05366)=0.415.$$

Hence

$$\omega^2=4.525\mp\sqrt{1.608^2+0.415^2}=4.525\mp1.661,$$

and $\omega=1.692$ and $2.487$ hartree, or 46.1 and 67.7 eV. Without $\Omega_{12}$ the energies would be $\sqrt{2.917}=1.708$ and $\sqrt{6.1334}=2.477$ hartree. The repulsion raises each transition above its gap, and the coupling then pushes the two apart.

## (e) Where did the real orbitals enter? Multiply $\phi_3$ by $e^{i\theta}$ and recompute $A-B$.

**Solution.** Use the complex formulas of part (a) with $W=0$. The product $\phi_a^*\phi_i$ for pair 1 acquires $e^{-i\theta}$, while that for pair 2 is unchanged. Therefore

$$A_{12}=B_{12}=2K_{12}e^{-i\theta},\qquad A_{21}=2K_{12}e^{i\theta},\qquad B_{21}=2K_{12}e^{-i\theta}.$$

The 12 element of $A-B$ is zero, but the 21 element is

$$(A-B)_{21}=4iK_{12}\sin\theta .$$

For $\theta=\pi/4$ its magnitude is $4(0.05366)(0.7071)=0.152$ hartree. The first diagonal element also changes, to $\Delta_1+2K_{11}(1-e^{-2i\theta})$. The difference is neither diagonal nor Hermitian: $A$ is Hermitian, whereas $B$ is symmetric.

The physics has not changed. The same $\delta\gamma$ is described by $z_1'=e^{-i\theta}z_1$, so the frequencies agree if the complex equations are solved in full:

$$AX+BY=\omega X,\qquad B^*X+A^*Y=-\omega Y.$$

What is lost is the reduction of part (c). If $F_0$ is a real operator, the real and imaginary parts of each orbital are solutions at the same energy, and real orbitals can be chosen. A magnetic field in general removes this choice.

## (f) Restore real orbitals and add exchange. Does $A-B$ ever remain diagonal?

**Solution.** The density terms still cancel, but the two exchange integrals differ:

$$A-B=\Delta-M,\qquad M_{ia,jb}=(ij|W|ab)-(ib|W|ja).$$

Exchange reads $\delta\gamma(x,x')$ at separated points, where the imaginary change of part (b) is not zero. To expose this, define

$$D_{ia}(x,x')=\phi_i(x)\phi_a(x')-\phi_a(x)\phi_i(x').$$

Multiplying out $D_{ia}D_{jb}$ and integrating with $W$ produces four terms:

$$\iint W D_{ia}D_{jb}=(ij|W|ab)-(ib|W|ja)-(ja|W|ib)+(ab|W|ij).$$

Since $W$ is symmetric, the first and last terms are equal, as are the middle two. Thus

$$M_{ia,jb}=\tfrac12\iint W(x,x')\,D_{ia}D_{jb}\,dx\,dx'.$$

Setting $W=1$ and using orthonormality gives $\frac12\iint D_{ia}D_{jb}=\delta_{ij}\delta_{ab}$. For any real vector $c$,

$$c^TMc=\tfrac12\iint W\Big(\sum_{ia}c_{ia}D_{ia}\Big)^2 .$$

This lies between $W_{\min}c^Tc$ and $W_{\max}c^Tc$, so the eigenvalues of $M$ lie between the smallest and largest values of $W$. If $W$ is positive at all separations, $M$ is positive definite. Its diagonal elements are then positive, and $A-B$ cannot equal the bare gap matrix.

Its off-diagonal elements are in general nonzero, but the claim that any exchange-type term makes $A-B$ non-diagonal is too strong. There are exceptions:

- A contact interaction $W=g\,\delta(x-x')$ gives $M=0$, because $D_{ia}$ vanishes at $x=x'$. Both exchange integrals become $g\int\phi_i\phi_a\phi_j\phi_b\,dx$. They enter $A$ and $B$ with a minus sign, and so contribute the same as the term $2(ia|f|jb)$ of a density kernel $f=-\frac g2\delta(x-x')$.
- A constant $W=w$ gives $M=w\,\mathbf 1$. The matrix $A-B$ is diagonal, with every gap lowered by $w$.
- A single pair has no off-diagonal element.
- Symmetry can remove particular elements. In the box, $M$ does not connect $1\to3$ with $2\to3$, because the product of their pair functions is odd under reflection and $W(|x-x'|)$ is even.

The simplification is therefore lost in general for an interaction that acts between separated points and varies with distance, unless symmetry or a very small set of pairs protects it.

## (g) What replaces Casida's formula, and how much does it matter in the box?

**Solution.** If $A-B$ is positive definite, let $S=(A-B)^{1/2}$ be its full matrix square root, obtained by diagonalization. The algebra of part (c), with $S$ in place of $\Delta^{1/2}$, gives

$$S(A+B)S\,G=\omega^2G,\qquad X+Y=\omega^{-1/2}SG.$$

The half-size symmetric problem survives; the element-by-element root does not.

Take $W=v/2$ and the two pairs of part (d), with the same orbitals and gaps. The grid sums give, in hartree,

| Element | $(ij\vert W\vert ab)$ | $(ib\vert W\vert ja)$ | $M$ |
|---|---:|---:|---:|
| 11 | 0.3202 | 0.0335 | 0.2866 |
| 12 | 0.0569 | −0.0001 | 0.0570 |
| 22 | 0.3057 | 0.0276 | 0.2781 |

Subtracting $M$ from the gaps gives $A-B$. For the sum, both exchange integrals are subtracted from $\Delta+4K$; for example, $(A+B)_{11}=1.5791+0.2682-0.3202-0.0335=1.494$. Thus

$$A-B=\begin{pmatrix}1.2925&-0.0570\\-0.0570&2.0906\end{pmatrix},\quad
A+B=\begin{pmatrix}1.4937&0.1579\\0.1579&2.2561\end{pmatrix}.$$

The squared energies are also the eigenvalues of $(A-B)(A+B)$, which is related to $S(A+B)S$ by a similarity transformation. The trace of this product is

$$1.2925(1.4937)+2.0906(2.2561)-2(0.0570)(0.1579)=6.6292,$$

and its determinant is $2.69885\times3.34500=9.0277$, the product of the two determinants. Therefore

$$\omega^2=3.3146\mp\sqrt{3.3146^2-9.0277}\approx1.915,\ 4.714,$$

so $\omega=1.384$ and $2.171$ hartree, or 37.7 and 59.1 eV.

Two shortcuts can be compared with this result. Keeping exchange in $A+B$ but using the bare gaps for $A-B$ gives 1.526 and 2.318 hartree, which are too high by 0.142 and 0.147 hartree. The sign follows from part (f). Let $P=A+B$, here positive definite. The correct $\omega^2$ are the eigenvalues of $P^{1/2}(\Delta-M)P^{1/2}$, and the shortcut adds the positive definite matrix $P^{1/2}MP^{1/2}$, which raises every eigenvalue.

The second shortcut keeps the diagonal of $A-B$ and drops the element $-0.0570$. It gives 1.381 and 2.177 hartree, with errors of $-0.003$ and $+0.006$ hartree relative to the correct two-pair values. In this example the diagonal shift matters far more than the off-diagonal element, but neither may be omitted from an accurate solution.

The same comparison can be made with all 94 pairs supported by the 49 interior grid points. The row "density kernel" has $W=0$ and $f=v+f_{xc}$, where the model potential $v_{xc}=-0.1n^2$ gives $f_{xc}=-0.2n\,\delta(x-x')$. The exchange rows keep $f=v$ and $W=v/2$. The three lowest energies, in hartree, are:

| Treatment | First | Second | Third |
|---|---:|---:|---:|
| bare gaps | 0.987 | 1.579 | 2.369 |
| direct RPA | 1.195 | 1.692 | 2.487 |
| density kernel | 1.133 | 1.632 | 2.411 |
| exchange, correct | 0.892 | 1.384 | 2.170 |
| exchange, bare-gap shortcut | 1.033 | 1.526 | 2.318 |

The negative $f_{xc}$ lowers Casida's matrix and hence the energies relative to direct RPA. With exchange, the first excitation falls below the smallest gap, at 24.3 eV compared with 32.5 eV in direct RPA. The bare-gap shortcut puts it above that gap, and so reverses the sign of the shift. All rows share the same $F_0$, so the table shows the effect of $W$ at fixed gaps only. In a real hybrid or quasiparticle calculation the exchange term also widens the orbital gaps, and the excitation energy can end up above that of a density-only functional while lying below its own, larger gap.

On the grid, $W$ ranges from 0.102 to 0.500 hartree, and the eigenvalues of $M$ for these 94 pairs run from 0.151 to 0.439 hartree (the range widens slowly as pairs are added; with 28 pairs it is 0.159 to 0.429), inside the interval required by part (f). Since the smallest gap is 0.987 hartree, $A-B$ has no eigenvalue below $0.987-0.500=0.487$ hartree, and its square root exists. With a smaller gap or a stronger $W$ this safeguard can fail. If $A-B$ is not positive definite but $A+B$ is, the two can exchange roles, and $(A+B)^{1/2}(A-B)(A+B)^{1/2}$ has the eigenvalues $\omega^2$. This matrix has as many negative eigenvalues as $A-B$ itself. As long as $A+B$ is positive definite, a negative eigenvalue of $A-B$ therefore makes some $\omega^2$ negative, and the reference state is unstable; exchanging the roles reveals the instability but does not remove it. The argument needs one of the two matrices to be positive definite. In the box with $W=2v$ and the same gaps, $A+B$ and $A-B$ each have a negative eigenvalue, so neither square root is available, yet the frequencies of the full problem are real. Real frequencies alone therefore do not show that both matrices are positive definite.
